# Are the facets of a selectively grown crystal its lowest-energy planes?

**Question**

I grow silicon stripes selectively through openings in an oxide mask, and the ridges come out bounded by flat facets. I had taken these facets to be the planes of lowest surface energy, since a crystal should minimize its surface energy. A colleague says that the facets tell me about growth rates instead. Who is right? Is there a two-dimensional example, simple enough to work through by hand, in which the growth shape and the equilibrium (Wulff) shape can be compared facet by facet?

**Answer**

Your colleague is right for a crystal shaped by growth. Minimizing surface energy at fixed volume gives the equilibrium shape, which a crystal reaches if its atoms can rearrange over the whole surface. During growth, the facets that survive are those that advance slowly. A low-energy plane may be slow, but it need not be.

**The model**

Take a long stripe with its edges along [100] and look at the cross-section perpendicular to it. Two plane families appear as lines in this section:

- {10}, meaning (001), (010) and their opposites, with surface energy $g_{10}$ and growth rate $v_{10}$;
- {11}, meaning the {011} planes at 45° to them, with $g_{11}$ and $v_{11}$.

Rates are measured along the facet normal and are constant on each facet. All other orientations are assumed too costly, or too fast, to appear. "Lowest energy" below means lowest among the planes of this section. Silicon {111} planes are inclined to the stripe axis and lie outside the model.

**Which facets does an octagon show?**

Let the {10} lines lie at distance $h_{10}$ from the centre and the {11} lines at $h_{11}$. The right-hand side is $x=h_{10}$, and its upper neighbour is $(x+y)/\sqrt2=h_{11}$. They meet at $y=\sqrt2h_{11}-h_{10}$. By symmetry the side ends at minus this value below, so

$$L_{10}=2(\sqrt2\,h_{11}-h_{10}),\qquad L_{11}=2(\sqrt2\,h_{10}-h_{11}).$$

The second formula follows from the first by turning the figure through 45°, which exchanges the families. Both lengths are positive when

$$\frac1{\sqrt2}<\frac{h_{11}}{h_{10}}<\sqrt2 .$$

Below this range only {11} remains, and above it only {10}. What remains is to find what sets $h_{11}/h_{10}$ in each case.

**Equilibrium: the ratio of energies**

Any convex octagon with these normals is a rectangle of half-sides $p,q$ whose four corners are cut at 45°, with legs $c_i\ge0$. Each cut removes a triangle of area $c_i^2/2$. It also removes a length $2c_i$ of {10} surface and adds $\sqrt2c_i$ of {11}. Per unit length of stripe,

$$A=4pq-\tfrac12\sum c_i^2,\qquad E=4g_{10}(p+q)-k\sum c_i,\qquad k=2g_{10}-\sqrt2g_{11}.$$

Let $P=(p+q)/2$ and let $c$ be the mean of the $c_i$. Since $pq\le P^2$ and $\sum c_i^2\ge4c^2$,

$$A\le4P^2-2c^2,\qquad E=8g_{10}P-4kc .$$

Now set $u=2P$, $v=\sqrt2c$, $\alpha=4g_{10}$, $\beta=2\sqrt2k$. Then $E=u\alpha-v\beta$ and $A\le u^2-v^2$. Multiplying out gives the identity

$$(u\alpha-v\beta)^2-(u^2-v^2)(\alpha^2-\beta^2)=(u\beta-v\alpha)^2\ge0 .$$

If $1/\sqrt2<g_{11}/g_{10}<\sqrt2$, then $0<k<g_{10}$, so $\alpha^2-\beta^2=16g_{10}^2-8k^2$ is positive and

$$E\ge\sqrt A\,\sqrt{16g_{10}^2-8k^2}.$$

Equality requires $p=q$, equal cuts, and $u\beta=v\alpha$, that is $c/p=k/g_{10}$. This lies between 0 and 1, so the shape exists and shows both families. Its distances are $h_{10}=p$ and $h_{11}=(2p-c)/\sqrt2$, hence

$$\frac{h_{11}}{h_{10}}=\frac{2-k/g_{10}}{\sqrt2}=\frac{g_{11}}{g_{10}} .$$

This is Wulff's rule, derived here for octagons. If $g_{11}\ge\sqrt2g_{10}$, then $k\le0$ and cuts save nothing: $E\ge8g_{10}P\ge4g_{10}\sqrt A$, which the square attains. Exchanging the families gives the {11} square, standing on its corner, for $g_{11}\le g_{10}/\sqrt2$.

**Growth: the ratio of rates**

Start from a convex seed. For each normal $\mathbf n$, draw the line that just touches the seed, at distance $s(\mathbf n)$ from the origin. Growth moves it to

$$h(\mathbf n,t)=s(\mathbf n)+v(\mathbf n)\,t ,$$

and the crystal is the region behind all these lines. A fast facet moves ahead until its slower neighbours meet in front of it. It then has zero length, and its rate no longer matters.

Once $vt$ greatly exceeds the seed size, $h_{11}/h_{10}\to v_{11}/v_{10}$. The survival condition is the same as before, with rates in place of energies. No surface energy enters except through whatever influence it has on the rates.

**The same energies with two growth recipes**

Take $g_{10}=1.4$ and $g_{11}=1.5$ J/m², rough values for silicon. The ratio is 1.07, inside the range 0.707 to 1.414, so equilibrium shows both families. The cheaper {10} planes make up 60% of the outline.

- **Recipe A:** $v_{10}=20$, $v_{11}=8$ nm/min. The ratio 0.40 is below 0.707, so the large-size growth shape has {11} facets alone. The lowest-energy plane has gone.
- **Recipe B:** $v_{10}=20$, $v_{11}=30$ nm/min. The ratio 1.5 is above 1.414, so {10} facets alone remain.

The energies are held fixed between the recipes, so they cannot be what selects the facets. In recipe B the surviving plane does have the lowest energy, but it survives because it is slow.

**The ridge over a mask opening**

Let the opening have width $w=200$ nm and let the mask surface be $y=0$. Assume that the mask does not alter the facet rates. The top is $y=v_{10}t$. The right-hand {011} line starts at the window edge $(w/2,0)$, so

$$\frac{x+y}{\sqrt2}=\frac{w}{2\sqrt2}+v_{11}t\quad\Rightarrow\quad x+y=\frac w2+\sqrt2v_{11}t .$$

In recipe A this line meets the mask at $x=w/2+\sqrt2v_{11}t$, inside the possible upright side at $x=w/2+v_{10}t$. No upright side appears. Setting $y=v_{10}t$ and doubling $x$ gives the width of the top:

$$W=w-2(v_{10}-\sqrt2v_{11})t,\qquad t^*=\frac{w}{2(v_{10}-\sqrt2v_{11})}.$$

With $\sqrt2v_{11}=11.31$ nm/min, the top narrows at 17.37 nm/min and closes after $200/17.37=11.5$ min. The ridge is then a triangle 230 nm high and 460 nm wide at the base. Before closing, (001) is still visible: at half the closing time it is 100 nm wide. After closing, the apex rises at $\sqrt2v_{11}=11.3$ nm/min, because the sides now set its speed. The closing time diverges as $v_{11}$ approaches $v_{10}/\sqrt2=14.1$ nm/min.

In recipe B the upper corner is at $(w/2+20t,\,20t)$, where $x+y=w/2+40t$. The {011} line is already at $w/2+42.4t$, so it never cuts the corner. The ridge has a flat top and upright sides.

The half-plane rule was tested for recipe A by solving the height equation $\partial_th=V\sqrt{1+(\partial_xh)^2}$ on a mesh. Every tilt $\theta$ from (001) was given a rate

$$V=8+12|\cos2\theta|+4|\sin4\theta|\ \text{nm/min},$$

which, at every tilt between (001) and {011}, exceeds the speed of the ridge's top corner (later its apex) along that normal, so no further facet should appear. For example, at 40° the rate is 11.5 nm/min, while the corner moves at 9.7 nm/min along that normal before closing and the apex at 8.7 nm/min afterwards. At 0.5, 1 and 1.5 closing times, the profile above the mask differed from the formulas by at most 0.13 nm on a 1 nm mesh.

**The equilibrium ridge with the same area**

Suppose the mask is neutral, so that covering it costs no energy. Reflecting a ridge without overhangs in the mask plane doubles both its area and its energy. The best ridge is therefore half of the equilibrium octagon, provided it covers the window.

Here $k=2.8-2.121=0.679$ J/m², so $c/p=0.485$. The half-octagon has area $2p^2-c^2=1.765\,p^2$. Equating this to the triangle's $230.2^2=5.30\times10^4$ nm² gives $p=173$ nm. This ridge is 173 nm high and 347 nm wide at the base, so it covers the window. It has a 179 nm flat top, 89 nm upright sides and 119 nm {011} facets.

The grown triangle has 1.14 times the surface energy of this ridge. Spread over all its atoms, the excess is

$$\frac{(E_{\rm growth}-E_{\rm eq})\,\Omega}{A}=0.28\ \text{meV per atom},$$

where $\Omega=0.0200$ nm³ is the volume per atom. The driving force for growth assumed here is $\Delta\mu=50$ meV per atom, a supersaturation ratio of 1.72 at 1073 K. Since $E\propto\sqrt A$ for a fixed shape, the gain per atom falls as $1/\sqrt A$.

Averaged over a ridge of this size, the thermodynamic pull towards the Wulff shape is therefore weak. Locally it can be much stronger: on a top only 8.2 nm wide, the capillary shift derived below is 22 meV per atom. Nor does a small average prove that reshaping is slow, which depends on surface mobility. If growth stops and the surface stays mobile, the ridge can still move towards equilibrium.

**Can the two shapes have no facet in common?**

Yes, if $g_{11}>\sqrt2g_{10}$ and $v_{11}<v_{10}/\sqrt2$. Equilibrium then shows {10} alone and growth {11} alone. The price is that a flat {11} face is unstable. A length $\ell$ of it can be replaced by a {10} sawtooth of total length $\sqrt2\ell$, which lowers the energy from $g_{11}\ell$ to $\sqrt2g_{10}\ell$. Such a face stays flat only while kinetics prevents this. The main example avoids this difficulty within the model, because its {11} facets also belong to the equilibrium shape. In real silicon, a flat {011} face could also break up into inclined {111} planes. That would lower the energy if the {111} energy were below $\sqrt{2/3}\,g_{11}=1.22$ J/m², a possibility this two-dimensional model cannot test.

**What the simple model leaves out**

*Capillarity.* Advance the top by $\delta$ with the side planes fixed. The top loses length $2\delta$ and each side gains $\sqrt2\delta$, while the area grows by $W\delta$. The chemical potential of the top therefore rises by

$$\delta\mu_{\rm top}=\Omega\frac{dE}{dA}=\frac{2\Omega(\sqrt2g_{11}-g_{10})}{W}.$$

Advancing both sides by $\delta$ at fixed height lengthens the top by $2\sqrt2\delta$ and adds area $2\sqrt2h\delta$, so $\delta\mu_{\rm side}=\Omega g_{10}/h$. Let each rate fall by the factor $1-\delta\mu/\Delta\mu$, a linear approximation. The narrowing top then slows until $v_{\rm top}=\sqrt2v_{\rm side}$. Integrating these rates leaves a top about 8 nm wide after 46 min, instead of none. This width is a rough figure, because $\delta\mu_{\rm top}/\Delta\mu\approx0.44$ is not small there. Rates proportional to $1-e^{-(\Delta\mu-\delta\mu)/kT}$ give 7.2 nm, and rates proportional to $e^{(\Delta\mu-\delta\mu)/kT}-1$ give 9.6 nm. The width also scales roughly as $1/\Delta\mu$: the linear law gives 20 nm for $\Delta\mu=20$ meV and 2 nm for 200 meV.

*Adatoms crossing the edges.* This effect can be larger. Suppose all atoms landing within $\lambda=10$ nm of each top edge move to the side facets; this length is an assumption. Conservation of atoms gives

$$v_{\rm top}=v_{10}\Bigl(1-\frac{2\lambda}{W}\Bigr),\qquad v_{\rm side}=v_{11}+\frac{v_{10}\lambda}{\sqrt2h}.$$

Setting $v_{\rm top}=\sqrt2v_{\rm side}$ gives

$$W=\frac{2\lambda}{1-\sqrt2v_{11}/v_{10}-\lambda/h}.$$

Integrating the rates from the moment when the ideal ridge is 20 nm high gives $h=641$ nm after 46 min. The formula then gives $20/(0.434-0.016)=48$ nm, in agreement with the integrated width. With capillarity, or with this transfer from the top to the sides, a narrow strip of (001) therefore remains, and its share of the outline tends to zero as the ridge grows. Transfer in the opposite direction would speed up the top and slow the sides. If it outweighs capillarity, the top can still close completely.

*Mask energy.* Let covering the mask cost $D$ per area. For half-width $p$, height $H$ and cuts $c$, minimize $2g_{10}(p+H)-2kc+2pD$ at fixed $2pH-c^2$. With multiplier $\mu$, the conditions are $g_{10}+D=\mu H$, $g_{10}=\mu p$ and $k=\mu c$. For $|D|<\sqrt2g_{11}-g_{10}=0.72$ J/m², the best ridge has upright sides and no overhangs, as assumed here. It becomes taller or flatter, with $H/p=(g_{10}+D)/g_{10}$, but the top $2(p-c)$ survives. At the same area it is 151 nm wide for $D=+0.5$ J/m² and 232 nm for $D=-0.5$ J/m².

*A third plane.* A {012} facet, with normal $(1,2)/\sqrt5$, cuts a corner if it moves more slowly than the corner does along that normal. Before closing, the right-hand top corner has velocity $(\sqrt2v_{11}-v_{10},\,v_{10})=(-8.7,\,20)$ nm/min, so the limit is 14.0 nm/min. Long after closing, the apex moves at $(0,\,11.3)$ nm/min and the limit is 10.1 nm/min. A {012} rate between these values gives a facet that appears and later vanishes. At equilibrium the corresponding limit is an energy of 1.575 J/m², only modestly above the two energies used here. The absence of {012} from the equilibrium shape is therefore an assumption about silicon, not a result.

**How this relates to your stripes**

The temperature, the rates of order 10 nm/min and the surface energies are roughly in the regime of silicon selective epitaxy. The rate ratios 0.40 and 1.5 are chosen to make the contrast clear; they are not measured values, and 0.40 may be far from your process. Real ratios depend on temperature and gas composition. Stripes along ⟨110⟩ have a different cross-section, which includes {111} and {113}, and need their own set of planes. With the assumed $\lambda=10$ nm, adatom exchange leaves a wider top in recipe A than capillarity does: 48 nm against 8 nm at 46 min. With the linear rate law and the assumed $\Delta\mu=50$ meV, the order would reverse for $\lambda$ below about 1.8 nm. The two exponential rate laws move this value to 1.5 and 2.1 nm, and a smaller $\Delta\mu$ raises it. A slow {012} facet could change the ridge more than either of these effects.

To find out what selects your facets, change the growth conditions at fixed temperature. If the surface energies stay nearly the same and the facets change, the rates are selecting them. Adsorbed gas species can alter surface energies too, so this test is suggestive rather than conclusive. The numerical output below lists the values for both shapes.

## Calculated quantities

```
surface energy {001}, rough: 1.40 J/m^2
surface energy {011}, rough: 1.50 J/m^2
energy ratio g11/g10: 1.071
limits of both exposed, lower: 0.707
limits of both exposed, upper: 1.414
rate {001}, both recipes: 20.0 nm/min
rate {011}, recipe A: 8.0 nm/min
rate {011}, recipe B: 30.0 nm/min
rate ratio, recipe A: 0.400
rate ratio, recipe B: 1.500
{001} share of outline, equilibrium: 60.0 %
{001} share of outline, recipe A: 0.0 %
{001} share of outline, recipe B: 100.0 %
largest minimizer gap to energy bound: 8.9e-16
lowest random octagon / bound: 1.0014
g11/g10=1.5: lowest random / square: 1.0000
window width: 200 nm
A: top closing speed: 17.37 nm/min
A: top closing time: 11.51 min
A: height at closing: 230.2 nm
A: base width at closing: 460.5 nm
A: top width at half closing time: 100.0 nm
same from height equation: 101.0 nm
A: apex height at 1.5 closing times: 295.4 nm
same from height equation: 295.4 nm
A: apex speed after closing: 11.31 nm/min
largest profile error, 2 nm mesh: 0.26 nm
largest profile error, 1 nm mesh: 0.13 nm
ridge area at closing: 53014 nm^2
equilibrium ridge: height: 173.3 nm
equilibrium ridge: base width: 346.6 nm
equilibrium ridge: top width: 178.6 nm
equilibrium ridge: upright side: 89.3 nm
equilibrium ridge: {011} length: 118.8 nm
growth / equilibrium surface energy: 1.141
energy gained by reshaping: 0.284 meV/atom
assumed growth driving force: 50.0 meV/atom
temperature: 1073 K
thermal energy: 92.5 meV
supersaturation ratio: 1.72
volume per silicon atom: 0.0200 nm^3
time for residual tops: 46.0 min
residual top, capillarity: 8.2 nm
assumed adatom exchange length: 10.0 nm
residual top, adatom exchange: 47.9 nm
ridge height then, adatom exchange: 641.0 nm
mask energy tried, plus and minus: 0.50 J/m^2
equilibrium top, mask energy plus: 150.7 nm
equilibrium top, mask energy minus: 231.5 nm
{012} rate limit before closing: 14.00 nm/min
{012} rate limit long after closing: 10.12 nm/min
{012} energy limit at equilibrium: 1.575 J/m^2
```
